# Why and when anchored anions hold the acid image in resist

**Q:** I bake an exposed chemically amplified resist and the acid image blurs. When the acid anion is tethered to the polymer, it blurs much less. The proton is the catalyst, and nobody tethered the proton. Why should it care?

**A:** Because a proton that leaves its anion behind leaves a charge behind, and the resulting field pulls it back. To see how strong this is, take a line-and-space image varying along $x$ only, with proton density $n_+$ and anion density $n_-$. Assume for now that the acid is fully dissociated and ideal, that these are the only mobile ions, and that no acid is created or consumed during the bake. Each ion diffuses and drifts. The Einstein relation makes the drift velocity of a charge $\pm e$ equal to $\pm D_\pm eE/kT$. With $g=eE/kT$, an inverse length, the number fluxes are

$$J_+=-D_+(n_+'-n_+g),\qquad J_-=-D_-(n_-'+n_-g),$$

where a prime means $d/dx$. The signs of the drift terms differ because the charges do. Gauss's law, $E'=e(n_+-n_-)/(\varepsilon_0\varepsilon_r)$, multiplied by $e/kT$, becomes

$$g'=4\pi l_B(n_+-n_-),\qquad l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r kT}.$$

The Bjerrum length $l_B$ is the separation at which two unit charges interact with energy $kT$.

**Q:** I am tempted to set $n_+=n_-$ at this point. But if the densities are equal, Gauss's law gives no varying field. Where does the restoring force come from?

**A:** From a difference that is small compared with either density. Neutrality is an approximation to the densities, not a statement that $g'=0$. Two estimates justify it.

First, a charge imbalance $\rho=n_+-n_-$ decays quickly. Subtracting the continuity equations $\partial_t n_\pm=-J_\pm'$ gives $\partial_t\rho=-(J_+-J_-)'$. In a nearly uniform acid of density $\bar n$, the drift part of $J_+-J_-$ is $(D_++D_-)\bar n g$, so drift alone gives

$$\partial_t\rho=-(D_++D_-)\bar n g'=-(D_++D_-)\kappa^2\rho,\qquad \kappa^2=4\pi l_B\bar n.$$

Second, the imbalance that remains is $g'/(4\pi l_B)$. If the image has wavenumber $q$, then $g$ is at most of order $q$ for a moderate modulation, so the imbalance relative to $\bar n$ is of order $q^2/\kappa^2$.

For the example, I choose a pitch of 40 nm, $\bar n=0.05\ \mathrm{nm^{-3}}$, $\varepsilon_r=4$ and a bake at 383 K. Then $q=2\pi/40=0.1571\ \mathrm{nm^{-1}}$, $l_B=10.91$ nm and $1/\kappa=0.382$ nm, so

$$\frac{q^2}{\kappa^2}=(0.1571\times0.382)^2=0.0036.$$

With $D_+=50\ \mathrm{nm^2/s}$ and $D_-=0.5\ \mathrm{nm^2/s}$, the relaxation rate is $50.5/0.382^2\approx350\ \mathrm{s^{-1}}$. Charge therefore settles in milliseconds, while the bake lasts 60 s.

**Q:** Then what diffusivity does the neutral acid have?

**A:** Put $n_+=n_-=n$ in both continuity equations. They can agree only if $J_+'=J_-'$, so $J_+-J_-$ is uniform in $x$. It vanishes at a line centre, where symmetry forbids any flux, and therefore vanishes everywhere. Setting the fluxes equal,

$$-D_+n'+D_+ng=-D_-n'-D_-ng.$$

Collecting the terms in $g$ on one side gives

$$(D_++D_-)ng=(D_+-D_-)n',\qquad g=\frac{D_+-D_-}{D_++D_-}\frac{n'}{n}.$$

For $D_+>D_-$ the field points up the acid gradient. It holds back protons and pulls anions out of the bright region. Substituting it into the proton flux,

$$J_+=-D_+n'\left[1-\frac{D_+-D_-}{D_++D_-}\right]=-\frac{2D_+D_-}{D_++D_-}\,n'.$$

The acid thus obeys $\partial_t n=D_a n''$ with the ambipolar diffusivity

$$D_a=\frac{2D_+D_-}{D_++D_-},\qquad \frac1{D_a}=\frac12\left(\frac1{D_+}+\frac1{D_-}\right).$$

The second form shows that resistances add, so the slower ion controls the pair.

**Q:** If the anion controls the rate, why does the formula tend to $2D_-$ for a very fast proton, and not to $D_-$?

**A:** In that limit $g\to n'/n$, and the anion flux becomes $-D_-(n'+n\,n'/n)=-2D_-n'$. One half is the anion's own diffusion. The other half is drift in the field set up by the protons. The proton still speeds the anion up, but by no more than a factor of two in this model.

At the other end, $D_-\to0$ gives $D_a\to0$ however fast the proton is.

**Q:** Put in numbers I can compare with a bake.

**A:** Let the image start as $n=\bar n(1+m_0\cos qx)$ with $m_0=0.8$. The diffusion equation is linear and has constant $D_a$, so the cosine keeps its shape: $\partial_t n=D_an''$ gives $\dot m=-D_aq^2m$, hence

$$m(t)=m_0e^{-D_aq^2t}.$$

This holds for any initial modulation below one, within the neutral model. For the free anion,

$$D_a=\frac{2\times50\times0.5}{50.5}=0.990\ \mathrm{nm^2/s},$$

and the exponent after 60 s is $0.990\times0.1571^2\times60=1.47$. The modulation falls from 0.8 to 0.185.

Now hold everything else fixed and reduce the anion diffusivity to $0.005\ \mathrm{nm^2/s}$, to represent slow motion of the anchoring polymer. Then $D_a=0.0100\ \mathrm{nm^2/s}$, the exponent is 0.0148, and $m=0.788$. In engineering units, the coupled diffusivity falls from $9.9\times10^{-15}$ to $1.0\times10^{-16}\ \mathrm{cm^2/s}$. The diffusion length $\sqrt{2D_at}$ falls from 10.9 nm to 1.1 nm: a hundredfold change in diffusivity is a tenfold change in length.

A numerical solution that keeps Gauss's law and does not impose neutrality gives final proton modulations of 0.1845 and 0.7848. As a test of the neutral limit, I increased $l_B$ tenfold in the free-anion case, which strengthens the screening. The error of the neutral law, relative to its own prediction for the anion modulation, fell from 0.26% to 0.037%. About 0.012% of each figure is discretisation error of the 100-cell grid; without it the fall is tenfold, from 0.25% to 0.025%, as an error of order $q^2/\kappa^2$ should behave.

**Q:** How do I know the field is responsible? Perhaps a tethered anion simply makes a slower medium.

**A:** In the model we can remove the field and change nothing else. Keep the anchored anion and $D_+=50\ \mathrm{nm^2/s}$. Without the field the protons diffuse independently, and after 0.5 s their modulation is

$$0.8\,e^{-50\times0.1571^2\times0.5}=0.432.$$

With the field restored, the full solution gives 0.796 at the same time. The proton's own diffusivity is identical in both cases, so the difference comes from electrical coupling. In a real resist, tethering may also change the free volume or the proton's hopping rate. That would be a separate effect.

The field itself is modest. For the cosine, $|n'/n|$ has its largest value $qm_0/\sqrt{1-m_0^2}=0.209\ \mathrm{nm^{-1}}$. Multiplying by $(D_+-D_-)/(D_++D_-)=0.98$ and by $kT/e=33$ mV gives about 6.8 mV/nm, or 0.068 MV/cm, for the free anion. The full solution has a maximum of 0.065 MV/cm at 0.2 s.

**Q:** Your medium has $\varepsilon_r=4$, and the Bjerrum length is larger than the distance between acids. Can I trust an ideal dissociated electrolyte there?

**A:** Not as a microscopic picture. The mean acid spacing is $\bar n^{-1/3}=2.7$ nm, well below $l_B=10.9$ nm, and the formal Debye length with both ions mobile is 0.27 nm, below the spacing. A smooth mean-field ion cloud does not exist under those conditions.

The reason for the locking is less fragile than the formula for $D_a$. Suppose the anions are fixed, and the protons nevertheless lose an amount $\Delta m$ of modulation. The charge density then has amplitude $e\bar n\Delta m$. Poisson's equation for a cosine gives a potential amplitude $\phi$ satisfying

$$\frac{e\phi}{kT}=\frac{4\pi l_B\bar n}{q^2}\Delta m=\frac{\kappa^2}{q^2}\Delta m=\frac{\Delta m}{0.0036}.$$

For $\Delta m=0.1$ this is 28 thermal units, or about 0.9 V. No assumption about ideal solution behaviour entered, only electrostatics with the chosen permittivity in a film thick compared with $1/q=6.4$ nm. In a thin film part of the field escapes into the air and the substrate; for 25 nm the depth-averaged value is about 19 to 23 thermal units, depending on the substrate. Random thermal motion does not supply such a potential across the image.

**Q:** But strong attraction should bind most protons to anions. A bound pair is neutral, so the field cannot hold it. Doesn't that open a leak?

**A:** It opens a route for a mobile anion, because the pair can diffuse as a unit. Let $f$ be the density of free acid, $p$ that of pairs, and $c=f+p$ the total. If association is fast, mass action gives $p=Kf^2$. Where the free ions are themselves neutral on the image scale, they carry flux $-D_af'$, while pairs carry $-D_pp'$. Differentiating,

$$p'=2Kff',\qquad c'=f'+p'=(1+2Kf)f'.$$

The total flux is therefore

$$J=-(D_a+2KfD_p)f'=-\frac{D_a+2KfD_p}{1+2Kf}\,c',$$

and the fraction is the effective diffusivity. It runs from $D_a$ for weak binding to $D_p$ for strong binding.

To size this, use the contact estimate $K=(4\pi a^3/3)e^{l_B/a}$ with an assumed ion separation $a=0.5$ nm. It gives $K\approx1.6\times10^9\ \mathrm{nm^3}$ and a free fraction of about $1.1\times10^{-4}$. The exponential makes this very sensitive to $a$ and to the local permittivity, so read it as "nearly all paired". If the pair moves as slowly as its bulky anion, $D_p=0.5\ \mathrm{nm^2/s}$, the effective diffusivity is $0.50\ \mathrm{nm^2/s}$. The final modulation for the free anion is then 0.38 instead of 0.185.

There is a limit to this formula too. So few free ions screen over $0.27/\sqrt{1.13\times10^{-4}}\approx25$ nm, longer than $1/q=6.4$ nm, so their separate neutrality fails. Their weight is small, however. Here $2Kf\approx2\times10^4$, and even free protons moving at $D_+$ would contribute only of order $50/(2\times10^4)\approx0.003\ \mathrm{nm^2/s}$.

With an anchored anion the pair is anchored as well, since it contains the anion. Pairing then offers no escape.

**Q:** Suppose the anchor is perfect, $D_-=0$. Is the proton profile then perfectly frozen?

**A:** Not below the screening length. Return to dissociated ions and wait until the proton flux vanishes. Then $g=n_+'/n_+=(\ln n_+)'$, and Gauss's law becomes

$$(\ln n_+)''=4\pi l_B(n_+-n_-).$$

For weak modulations write $n_\pm=\bar n(1+m_\pm\cos qx)$ and expand the logarithm to first order. The cosine terms give $-q^2m_+=\kappa^2(m_+-m_-)$, so

$$\frac{m_+}{m_-}=\frac{1}{1+q^2/\kappa^2}.$$

Fine detail with $q\gg\kappa$ is lost from the proton profile, while coarse detail with $q\ll\kappa$ survives. To test the formula where the effect is large, I reduced $l_B$ by a factor of 100 at the same density. Then $q^2/\kappa^2=0.36$, and the full time-dependent solution gives a ratio of 0.735, in agreement.

For our strong modulation we need the logarithm itself. Because the imbalance is small, replace $n_+$ by $n_-$ inside it. Write $1+m_0\cos\theta=(1+b^2+2b\cos\theta)/(1+b^2)$ with $m_0=2b/(1+b^2)$. The numerator is $|1+be^{i\theta}|^2$, whose logarithm has the first harmonic $2b\cos\theta$. Two derivatives bring down $-q^2$, so the lost modulation is

$$\Delta m\simeq2b\,\frac{q^2}{\kappa^2}.$$

For $m_0=0.8$, $b=0.5$ and $\Delta m\simeq0.0036$. The nonlinear equilibrium gives 0.00356. This is close to the gap of 0.0034 between the neutral result 0.7882 and the full result 0.7848 for the slowly moving anchor.

Binding reduces the loss further. A pair carries no net charge, so an imbalance can come only from free protons and bare anions, both scarce. With the pairing constant above, the equilibrium loss is about $9\times10^{-5}$.

**Q:** So an individual proton in an anchored resist stays where it was made?

**A:** Not if the acid is dissociated. Label some protons in a uniform acid and call their density $n^*$. The total proton density is uniform, so there is no field, and the labelled protons have flux $-D_+n^{*\prime}$ in the dissociated model. They trade places with unlabelled ones. Anchoring then freezes the density profile, not every proton's path. Pairing changes this, because a proton bound to an anchored anion moves only while it is free. With the free fraction estimated above, its diffusivity is about $50\times1.1\times10^{-4}\approx0.006\ \mathrm{nm^2/s}$, and it wanders only about 0.8 nm along $x$ in 60 s, unless it can pass directly from one anion to the next.

**Q:** Trading places worries me. My exposure leaves some of the acid generator unconverted. Can a proton trade places with an onium cation left in the dark region?

**A:** Yes, and this is where the simple two-ion statement fails. In a polymer-bound generator the anions are initially spread almost evenly: some are accompanied by protons and the rest by onium. Let their total density be fixed at $A$, with mobile cation densities $n_H+n_S=A$. Neutrality now permits the proton profile to change, provided the onium profile changes oppositely.

Since $n_S'=-n_H'$, the two fluxes are

$$J_H=-D_H(n_H'-n_Hg),\qquad J_S=D_Sn_H'+D_Sn_Sg.$$

No net current means $J_H+J_S=0$, hence

$$(D_Hn_H+D_Sn_S)g=(D_H-D_S)n_H'.$$

Insert this field in $J_H$ and use a common denominator:

$$J_H=-D_Hn_H'\,\frac{D_Hn_H+D_Sn_S-n_H(D_H-D_S)}{D_Hn_H+D_Sn_S}.$$

The terms $D_Hn_H$ cancel in the numerator, leaving $D_S(n_S+n_H)=D_SA$. Therefore

$$J_H=-D_{ex}n_H',\qquad D_{ex}=\frac{D_HD_SA}{D_Hn_H+D_Sn_S}.$$

This does not vanish when the anion is fixed. It vanishes when the onium is fixed too.

As a test, take $A=0.1\ \mathrm{nm^{-3}}$, $D_H=50$ and $D_S=0.2\ \mathrm{nm^2/s}$, with protons as 30% of the cations and a weak modulation of 0.05. The formula gives

$$D_{ex}=\frac{50\times0.2\times0.1}{50\times0.03+0.2\times0.07}=0.661\ \mathrm{nm^2/s}.$$

The decay in the full solution corresponds to $0.662\ \mathrm{nm^2/s}$.

**Q:** How much of the benefit of anchoring would I lose?

**A:** Take the original proton image, mean density $0.05\ \mathrm{nm^{-3}}$ and modulation 0.8, inside this uniform anion background. With a strictly fixed anion, the final modulation is 0.426 if the onium moves and 0.796 if it does not. With a free anion and mobile onium it is 0.161. Anchoring still helps at these settings, but the onium channel removes much of the gain.

At the mean composition $D_{ex}=0.398\ \mathrm{nm^2/s}$. Treating that as constant would give $0.8\,e^{-0.398\times0.1571^2\times60}=0.44$, slightly above the full result. The reason is visible when $D_Hn_H\gg D_Sn_S$. Then $D_{ex}\simeq D_SA/n_H$ and $J_H\simeq-D_SA(\ln n_H)'$. The logarithm's first harmonic is $2b=m(1+b^2)$, so the initial cosine decays faster than the constant-coefficient estimate by $1+b^2=1.25$.

These figures assume dissociated cations. If protons and onium bind equally and move only while free, both are slowed by the same free fraction. For a weak modulation, $D_{ex}$ is multiplied by that fraction too. For a strong one the free fraction can vary across the image if the free ions are too few to screen it, and the rule is then only a rough guide. The contact estimate would make exchange very slow. Direct handover between neighbouring ion pairs could restore it, and the model does not describe that. The value 0.426 shows what a mobile onium can do, not what a given resist will do.

**Q:** How close is all this to a resist on my hotplate?

**A:** A bake near 110 °C for about a minute, a 40 nm pitch and an acid diffusion length of order 10 nm are realistic rough values. The acid density represents a heavily loaded, strongly exposed film. The separate ion diffusivities are much less certain; $D_+$ in particular is an illustrative choice. For a free anion its exact value hardly matters as long as the proton is much faster than the anion: making the proton infinitely fast changes $D_a$ only from 0.99 to $1.00\ \mathrm{nm^2/s}$. A slow proton would matter: $D_+=1\ \mathrm{nm^2/s}$ gives $D_a=0.67\ \mathrm{nm^2/s}$. Real films most clearly break the assumption of dissociation, which in our estimate moves the free-anion modulation from 0.185 to 0.38. If the cations are dissociated, leftover onium can move the anchored result from about 0.79 towards 0.43. If nearly all are paired and there is no direct handover, it has little effect. Quencher, deprotection and changes in the polymer during the bake are left out, so acid modulation is not yet a prediction of line edge or width.

In the two-ion model, temperature matters mainly for the mobile acid. With an assumed activation energy of 1 eV for both ions, diffusivities rise by 7.9% per kelvin. One kelvin raises the free-anion exponent from 1.47 to 1.58 and lowers the final modulation from 0.185 to about 0.16. The same relative change in the anchored exponent, 0.0148, is negligible. Mobile onium would bring part of the sensitivity back, because cation exchange also speeds up with temperature.

**Q:** Then should I anchor everything and stop worrying about blur?

**A:** Blur also averages out some unwanted detail. A cube of side 20 nm contains on average $0.05\times20^3=400$ acids. If they were placed independently, the count would vary by $1/\sqrt{400}=5\%$. In the neutral two-ion model, the memory of an initial density variation of wavenumber $k$ fades on average as $e^{-D_ak^2t}$, whether it belongs to the image or to the noise. If the acids move as neutral pairs, this does not make the count itself steadier: acids that wander out are replaced by others placed just as randomly, so a snapshot after the bake still varies by about 5%. Ideal dissociated ions do somewhat better. After long mixing, their total number in the cube fluctuates like that of 800 independent particles, by $\sqrt{800}\approx28$. Neutrality makes the acid count half that total, so it varies by about 14 in 400, or 3.5%. In both cases the catalysis summed over the bake becomes smoother, because the local acid count rises and falls during the bake and its deviations partly average out. Lowering $D_a$ preserves the image but gives up some of this averaging.

For diagnosis, vary the anion mobility and the leftover onium separately. If the acid image still spreads when the anion is anchored, compare films with different amounts or mobilities of residual onium at the same initial acid image. A strong dependence would point to cation exchange; its absence would direct attention to anchor motion or to chemistry outside this transport model. The numerical output below gives the values for the cases discussed here.

## Calculated quantities

```
Bake temperature: 383 K
Bake time: 60 s
Relative permittivity: 4
Image pitch: 40 nm
Image wavenumber q: 0.1571 1/nm
Mean acid density: 0.05 nm^-3
Initial modulation: 0.8
Proton diffusivity: 50 nm^2/s
Free anion diffusivity: 0.5 nm^2/s
Anchored anion diffusivity: 0.005 nm^2/s
Coupled diffusivity, free anion: 0.9901 nm^2/s
Same, in engineering unit: 9.901e-15 cm^2/s
Coupled diffusivity, anchored anion: 0.009999 nm^2/s
Same, in engineering unit: 9.999e-17 cm^2/s
Diffusion length sqrt(2 Da t), free: 10.9 nm
Diffusion length sqrt(2 Da t), anchored: 1.095 nm
Final modulation, free, neutral law: 0.1847
Final modulation, free, full transport: 0.1845
Final modulation, anchored, neutral law: 0.7882
Final modulation, anchored, full transport: 0.7848
Neutral-law relative error, actual screening: 0.0026
Neutral-law relative error, lB times 10: 0.00037
Control time: 0.5 s
Anchored, field off, modulation at control time: 0.4317
Anchored, field on, modulation at control time: 0.7963
Thermal voltage: 33 mV
Largest internal field at 0.2 s: 0.065 MV/cm
Bjerrum length: 10.91 nm
Mean acid spacing: 2.71 nm
Debye length, both ions mobile: 0.27 nm
Screening length, protons only: 0.382 nm
Fixed anions: modulation lost, no pairing: 0.00356
Fixed anions: modulation lost, with pairing: 8.57e-05
Weak-screening test: proton/anion modulation: 0.7352
Assumed ion contact distance: 0.5 nm
Estimated pairing constant: 1.6e+09 nm^3
Estimated free acid fraction: 0.00011
Free anion, strongly paired diffusivity: 0.5 nm^2/s
Free anion, strongly paired final modulation: 0.3816
Total anion density in onium example: 0.1 nm^-3
Onium diffusivity: 0.2 nm^2/s
Exchange diffusivity at mean composition: 0.3984 nm^2/s
Exchange test, 30% protons: measured: 0.6618 nm^2/s
Exchange test, 30% protons: formula: 0.6605 nm^2/s
Final modulation, fixed anion + mobile onium: 0.426
Final modulation, fixed anion + fixed onium: 0.7964
Final modulation, free anion + mobile onium: 0.1614
Mean acids in a half-pitch cube: 400
Relative counting noise in that cube: 5 %
Assumed diffusion activation energy: 1 eV
Diffusivity change per kelvin: 7.9 %
```
